# Inelastic acoustic-phonon rate tables with exact energy conservation and detailed balance

## The decision: one elastic rate or two inelastic tables

A transport calculation can store acoustic scattering as one elastic rate, or store absorption and emission separately with their phonon energies. The choice decides whether this channel can cool hot electrons and bring them to the lattice temperature. An elastic rate changes direction but exchanges no energy. An inelastic table exchanges energy, and it keeps the correct equilibrium stationary if absorption and emission still obey detailed balance after discretization. Without that relation it can settle in a wrong distribution.

The scheme below reduces all rates to one function and builds energy bins that preserve this relation.

## Model and golden rule

The algebra uses atomic units, $\hbar=m_e=1$, and $T$ denotes thermal energy, including Boltzmann's constant. Electrons occupy one isotropic three-dimensional valley, $E=k^2/(2m)$. Longitudinal phonons have $\omega=sq$ and occupation

$$N(\omega)=\frac{1}{e^{\omega/T}-1}.$$

The interaction is $D\,\nabla\cdot\mathbf u$, with deformation potential $D$, no screening and no umklapp processes. In a crystal of density $\rho$ and volume $V$, a phonon mode has displacement amplitude $(2\rho V\omega)^{-1/2}$. For longitudinal polarization the divergence contributes a factor $q$, so apart from occupation

$$|M_q|^2=\frac{D^2q^2}{2\rho V\omega}=\frac{D^2q}{2\rho Vs}.$$

Absorption carries the factor $n=N$, emission $n=N+1$. Replacing the sum over modes by $V/(2\pi)^3$ times an integral, and doing the azimuthal integral, gives to first order in the golden rule

$$\begin{aligned}
\Gamma&=\frac{V}{4\pi^2}\int q^2dq\int_{-1}^{1}d\cos\theta\;2\pi\frac{D^2q}{2\rho Vs}\,n\,\delta(\Delta)\\
&=\frac{D^2}{4\pi\rho s}\int q^3 n\,dq\int_{-1}^{1}d\cos\theta\;\delta(\Delta).
\end{aligned}$$

Here $\theta$ is the angle between $\mathbf k$ and $\mathbf q$. The energy mismatch $\Delta$ is final minus initial total energy. With $\mathbf k'=\mathbf k+\mathbf q$ for absorption and $\mathbf k'=\mathbf k-\mathbf q$ for emission,

$$\Delta_{\rm abs}=\frac{q^2}{2m}+\frac{kq\cos\theta}{m}-sq,\qquad
\Delta_{\rm em}=\frac{q^2}{2m}-\frac{kq\cos\theta}{m}+sq.$$

Define $p=ms$. Setting each mismatch to zero and dividing by $q$ gives

$$\cos\theta_{\rm abs}=\frac{p-q/2}{k},\qquad \cos\theta_{\rm em}=\frac{p+q/2}{k}.$$

In both cases $|\partial\Delta/\partial\cos\theta|=kq/m$, so the delta function contributes $m/(kq)$ when the required cosine lies between $-1$ and $1$. For absorption this means

$$2\max(0,p-k)\le q\le2(p+k).$$

For emission the cosine is positive, and the remaining condition is $0\le q\le2(k-p)$. Emission is therefore closed for $k\le p$, that is, for $E\le ms^2/2$.

With the elastic modulus $c=\rho s^2$ and $q=\omega/s$, the rate per unit phonon energy inside the window is

$$S=\frac{D^2m}{4\pi cs^2k}\,\omega^2n(\omega).$$

## One function for all total rates

Put $t=\omega/T$ and define

$$G(x)=\int_0^x\frac{t^2}{e^t-1}dt,\qquad C(k)=\frac{D^2mT^3}{4\pi cs^2k}.$$

The limits become $x_+=2s(p+k)/T$, $x_-=2s\max(0,p-k)/T$ and $x_e=2s\max(0,k-p)/T$. Since $N+1$ adds $\int t^2dt=x^3/3$,

$$\Gamma_{\rm abs}=C[G(x_+)-G(x_-)],\qquad
\Gamma_{\rm em}=C\left[G(x_e)+\frac{x_e^3}{3}\right].$$

The cubic term is spontaneous emission.

For small $x$, use $t/(e^t-1)=\sum_n B_nt^n/n!$ with $B_1=-1/2$. Multiplying by $t$ and integrating gives

$$G(x)=\sum_{n\ge0}\frac{B_nx^{n+2}}{n!(n+2)}
=\frac{x^2}{2}-\frac{x^3}{6}+\frac{x^4}{48}+\cdots,$$

which converges for $|x|<2\pi$. For larger $x$, expand the Bose factor as $\sum_{n\ge1}e^{-nt}$. The full integral is $\sum_n2/n^3=2\zeta(3)$; subtracting the part beyond $x$ gives

$$G(x)=2\zeta(3)-\sum_{n\ge1}e^{-nx}
\left(\frac{x^2}{n}+\frac{2x}{n^2}+\frac{2}{n^3}\right).$$

Switching at $x=2$ keeps both series short. The second form should not be used near zero, where it subtracts nearly equal numbers.

## Detailed balance of the kernel

Absorption from $k$ to $k'$ and emission back must be allowed together. Energy conservation requires $q=|k'^2-k^2|/(2p)$, and momentum conservation requires $|k'-k|\le q\le k'+k$. Dividing the first inequality by $|k'-k|$ and the second by $k'+k$ gives, for $k'\ne k$,

$$|k'-k|\le2p\le k'+k.$$

This window is symmetric in the two momenta.

Scattering conserves spin, so the density of states per spin and volume is used, $g(E)=mk/(2\pi^2)$. Its factor $k$ cancels the $1/k$ in $S$. For $E'=E+\omega$,

$$g(E)S_{\rm abs}=A\omega^2N,\qquad
g(E')S_{\rm em}=A\omega^2(N+1),\qquad A=\frac{D^2m^2}{8\pi^3cs^2}.$$

Because $(N+1)/N=e^{\omega/T}$,

$$g(E')S_{\rm em}=e^{\omega/T}g(E)S_{\rm abs}.$$

Multiplication by $e^{-E'/T}=e^{-E/T}e^{-\omega/T}$ makes the two equilibrium fluxes equal. Writing $N=e^{-\omega/2T}/[2\sinh(\omega/2T)]$ gives their common value,

$$J(E,E')=A\,\omega^2\,\frac{e^{-(E+E')/2T}}{2\sinh(\omega/2T)},\qquad \omega=|E'-E|,$$

inside the window, and zero outside.

For Fermi occupations $f$ and $f'$ with a common chemical potential, $f(1-f')/[f'(1-f)]=e^{(E'-E)/T}=(N+1)/N$. Hence $f(1-f')N=f'(1-f)(N+1)$, and the kernel also balances with Pauli factors.

## Bins that preserve the balance

For energy bins $i$ and $j$, define

$$J_{ij}=\int_i dE\int_j dE'\,J(E,E'),\qquad
Z_i=\int_i g(E)e^{-E/T}dE,\qquad W_{ij}=\frac{J_{ij}}{Z_i}.$$

Thus $W_{ij}$ is the rate into bin $j$, averaged over bin $i$ with the Boltzmann weight. Symmetry of $J$ gives $Z_iW_{ij}=Z_jW_{ji}$ at any bin width. The populations $Z_i$ are stationary, since the inflow $\sum_iZ_iW_{ij}=\sum_iJ_{ij}$ equals the outflow $\sum_iJ_{ji}$.

Except on a very cold lattice, treated under the failure modes, only the absorption half needs to be calculated. At fixed $E$, the integral over final energies in bin $j$ is a difference of two values of $G$. Limits $E'-E$ at the bin edges are first clipped to the allowed phonon range. The outer integral uses $dE=k\,dk/m$. Its integrand changes form at $p$ and where a window boundary crosses a bin edge $k_e$. For absorption the crossing is at $|k_e-2p|$; emission adds one at $k_e+2p$. Splitting the quadrature at all these points lets the same grid serve both halves.

```
input m, D, s, c, T, energy edges e[0..B]
p = m*s;  A = D^2*m^2/(8*pi^3*c*s^2)
U[i,j] = 0 for all i,j
for each initial bin i:
    split its k interval at |k_e-2p|, k_e+2p, p
    Z[i] = integral of k^2 exp(-k^2/(2mT))/(2 pi^2) dk
    for each quadrature point k with weight h:
        E = k^2/(2m)
        low = 2*s*max(0,p-k);  high = 2*s*(p+k)
        for each final bin j:
            a = clip(e[j]-E, low, high)
            b = clip(e[j+1]-E, low, high)
            U[i,j] += h*(k/m)*exp(-E/T)*A*T^3
                      *(G(b/T)-G(a/T))
J = U + transpose(U)
W[i,j] = J[i,j]/Z[i]
```

Diagonal entries are scattering events that stay within a bin. They count in the total rate but cancel from the population equation.

A Monte Carlo code can use the continuous kernel instead. After choosing absorption, draw $u$ uniformly in $[0,1]$ and solve $G(x)=G(x_-)+u[G(x_+)-G(x_-)]$ by bisection. For emission, solve $G(x)+x^3/3=u[G(x_e)+x_e^3/3]$. Then $q=xT/s$, the formulas above fix $\cos\theta$, and the azimuth is uniform.

## Worked numbers

The round model parameters are $m=0.3$, $D=9$ eV, $\hbar s=0.06$ eV Å, $c=1.2$ eV/Å$^3$ and $T=0.002$ eV. They give $p=0.002362$ Å$^{-1}$ and an emission threshold of $7.09\times10^{-5}$ eV.

At $E=0.02$ eV, $k=0.039684$ Å$^{-1}$, so

$$x_+=\frac{2(0.06)(0.002362+0.039684)}{0.002}=2.523,$$

$$x_e=\frac{2(0.06)(0.039684-0.002362)}{0.002}=2.239,$$

and $x_-=0$. With $\hbar C=1.184\times10^{-5}$ eV,

$$\hbar\Gamma_{\rm abs}=1.184\times10^{-5}(1.2964)=1.535\times10^{-5}\ {\rm eV},$$

$$\hbar\Gamma_{\rm em}=1.184\times10^{-5}(1.1328+3.7430)=5.77\times10^{-5}\ {\rm eV}.$$

The rates are $2.33\times10^{10}$ and $8.77\times10^{10}$ s$^{-1}$. Spontaneous processes supply $3.7430/4.8758$, or 77 percent, of the emission.

For the pair 0.020 and 0.022 eV, the phonon energy is 0.002 eV, so $q=0.002/0.06=0.0333$ Å$^{-1}$. The cosines are $-0.360$ for absorption and $0.457$ for emission. The reverse-to-forward ratio of $S$ is $8.931/3.446=2.592$. Multiplication by the density-of-states ratio 1.0488 gives 2.718, which is $e^{\omega/T}$ for $\omega=T$.

In a table of 0.001 eV bins, let $a$ cover 0.001 to 0.002 eV and $b$ the next bin. Then $\hbar W_{ab}=6.455\times10^{-6}$ eV and $\hbar W_{ba}=8.171\times10^{-6}$ eV. Their ratio, 0.790, equals $Z_b/Z_a$, as bin balance requires.

## Where the elastic rate is adequate

For $k>p$ and small $x$, insert the first three terms of $G$ into the total rate. The cubic term changes sign for emission, because $-x^3/6+x^3/3=x^3/6$. The three orders are

$$\frac{x_+^2+x_e^2}{2}=\frac{4s^2}{T^2}(k^2+p^2),$$

$$\frac{x_e^3-x_+^3}{6}=-\frac{8s^3}{T^3}\left(k^2p+\frac{p^3}{3}\right),$$

$$\frac{x_+^4+x_e^4}{48}\simeq\frac{2s^4k^4}{3T^4}\quad(k\gg p).$$

The leading part, $4s^2k^2/T^2$, multiplied by $C$ gives the elastic rate $\Gamma_{\rm el}=D^2Tmk/(\pi c)$. Dividing by that part and keeping the leading corrections,

$$\frac{\Gamma_{\rm abs}+\Gamma_{\rm em}}{\Gamma_{\rm el}}\simeq
1+\frac{p^2}{k^2}-\frac{2ms^2}{T}+\frac{s^2k^2}{6T^2}.$$

At $E=0.02$ eV and $T=0.1$ eV, this expansion gives 1.000803 and the full formula 1.000802. At $T=0.002$ eV the arguments are no longer small, yet the total is only 9 percent above the elastic rate. The expansion shows why: its last two terms are $-0.142$ and $+0.236$, and partly cancel. The agreement of totals conceals the energy exchange, since emission is 3.8 times absorption. A total rate close to the elastic one therefore does not justify an elastic treatment of energy relaxation.

Two other limits are useful checks:

- **Cold lattice.** As $T\to0$ at fixed $k>p$, absorption tends to $2\zeta(3)C\propto T^3$ and vanishes. Emission tends to $Cx_e^3/3=2D^2ms(k-p)^3/(3\pi ck)$, which the elastic formula misses.
- **Slow electron.** As $k\to0$, the absorption window has width $4k$ around $q=2p$. The width cancels the factor $1/k$, leaving the finite rate $4D^2msp^2N(2ps)/(\pi c)$, whereas $\Gamma_{\rm el}$ vanishes. At 0.00005 eV, below the emission threshold, absorption is already 2.2 times the elastic rate.

Energy exchange can also be judged pair by pair. For a Maxwell distribution at electron temperature $T_e$, absorbed minus emitted power from a pair is proportional to

$$\omega^3Ne^{-E/T_e}\left[1-e^{\omega/T-\omega/T_e}\right].$$

It vanishes at $T_e=T$ and is negative for $T_e>T$. At $T_e=2T$ the absorbed power is 0.556 of the emitted power in this example.

## Cost and stability

For $B$ bins the edges create a number of quadrature pieces proportional to $B$. Scanning every final bin costs of order $B^2$ evaluations of $G$ for a fixed number of points per piece. Restricting the scan to bins within reach of the largest phonon reduces this to order $Bb$, where $b$ is the number of reachable bins. Storage falls in the same proportion.

The population equation is

$$\dot n_j=\sum_i(n_iW_{ij}-n_jW_{ji}).$$

Substituting $n_i=Z_iy_i$ gives $Z_j\dot y_j=\sum_iJ_{ij}(y_i-y_j)$. Multiplying by $y_j$, summing, and averaging the result with its copy under exchange of $i$ and $j$ yields

$$\frac{d}{dt}\frac12\sum_jZ_jy_j^2=-\frac12\sum_{ij}J_{ij}(y_i-y_j)^2\le0.$$

The exact time evolution therefore has no growing mode. An explicit Euler step keeps populations nonnegative if $\Delta t\sum_{j\ne i}W_{ij}\le1$ for every $i$.

## Failure modes

**Flat averages inside bins.** Computing absorption and emission separately and averaging each over the initial bin with the weight $g(E)$ alone, without the Boltzmann factor, breaks the balance. (Dropping the factor in the algorithm above, which obtains emission by transposition, is worse: the table then balances to $g(E)$ alone, at any bin width.) The numbers below are for the separately computed tables. With 0.001 eV bins, 3.9 percent of the stationary population is in the wrong bins, measured as half the summed absolute difference. Halving the width reduces this to 1.1 percent. At the larger width the mean mid-bin energy is 0.00323 eV instead of 0.00300 eV, so the table heats the electrons.

**Hot distributions in wide bins.** The Boltzmann weight guarantees the equilibrium state, not the rates for every distribution. If the population inside a bin has another shape, $W_{ij}$ is an approximation, and the bins must be narrowed until the transport result settles. Strongly degenerate electrons also need a different weight inside the bins, although the continuous kernel balances.

**Truncation.** Dropping transitions above the top edge preserves pairwise balance, but removes real scattering events from the highest bins. The top edge should lie well above the energies of interest.

**Rounding and underflow.** At large $\omega/T$, both values of $G$ in the absorption difference are close to $2\zeta(3)$. In double precision the relative error of the flux reaches roughly $10^{-3}$ near $\omega/T=35$, and a little above 40 the flux is lost, and with it the downward rate obtained by transposition. At still lower $T$ the Boltzmann factors themselves underflow. In both cases, write $Z_j=e^{-e_j/T}\hat Z_j$, where $e_j$ is the lower edge of bin $j$, and compute $\hat Z_j$ with energies measured from that edge. Take the same exponential out of the emission flux from bin $j$, so that it cancels in the downward rate $W_{ji}$. The upward rate is then $W_{ij}=W_{ji}e^{-(e_j-e_i)/T}\hat Z_j/\hat Z_i$.

**Interpolation of $G$.** In Monte Carlo sampling the phonon distribution is the derivative of the interpolated function. A small error in $G$ can hide a larger error in that derivative, and hence in detailed balance. Direct evaluation of the series avoids this.

**Physics outside the model.** The largest phonon momentum must remain in the linear part of the dispersion. At 0.04 eV it is $0.00702/0.06=0.117$ Å$^{-1}$. Anisotropic or nonparabolic valleys change the window and the density of states, and confined channels need subband matrix elements. Piezoelectric coupling is absent. So are transverse phonons, which couple through the shear deformation potential in many-valley crystals, and intervalley and optical phonons, which add to scattering and cooling once the electron or thermal energy reaches their energies. The rates and power ratios above, at $T=0.002$ eV (about 23 K) and $T=0.1$ eV (about 1160 K), describe the longitudinal intravalley channel alone, not the total for a real crystal. Phonons driven out of equilibrium no longer satisfy $(N+1)/N=e^{\omega/T}$, so the balance proved here does not apply to them.

The tests compare total and partial rates with a golden-rule integral in which a narrow Gaussian replaces the delta function. They also compute the absorption and emission bin tables separately; these agree as transposes to $8\times10^{-13}$, relative to the geometric mean of the corresponding diagonal fluxes. The remaining values are in the numerical output.

## Calculated quantities

```
mass m = 0.30 electron masses
deformation potential D = 9.0 eV
hbar*s = 0.060 eV angstrom
elastic modulus c = 1.20 eV/angstrom^3
lattice thermal energy T = 0.0020 eV
threshold momentum p = 0.002362 1/angstrom
emission threshold m s^2/2 = 7.0866e-05 eV
Table, all in eV: E, hbar*Gamma_abs, hbar*Gamma_em, elastic,
  largest absorbed phonon, largest emitted phonon
  0.00005 7.3160e-06 0.0000e+00 3.3569e-06 5.2157e-04 0.0000e+00
  0.00100 9.5570e-06 4.5937e-06 1.5012e-05 1.3483e-03 7.8136e-04
  0.00200 1.1014e-05 8.5287e-06 2.1231e-05 1.7894e-03 1.2224e-03
  0.00500 1.3209e-05 1.8169e-05 3.3569e-05 2.6645e-03 2.0976e-03
  0.01000 1.4663e-05 3.2063e-05 4.7474e-05 3.6508e-03 3.0838e-03
  0.02000 1.5353e-05 5.7740e-05 6.7138e-05 5.0455e-03 4.4786e-03
  0.04000 1.4724e-05 1.0743e-04 9.4947e-05 7.0180e-03 6.4511e-03
Worked case E = 0.02 eV
  k = 0.039684 1/angstrom
  x_plus = 2.52277, x_minus = 0.00000, x_e = 2.23930
  G(x_plus) = 1.296414, G(x_e) = 1.132791
  spontaneous term x_e^3/3 = 3.742964
  hbar*C = 1.18423e-05 eV
  Gamma_abs = 2.3325e+10 1/s
  Gamma_em = 8.7723e+10 1/s
  total/elastic = 1.08870
  broadened/formula: abs 0.999979, em 0.999993
  total/elastic at T = 0.1 eV: 1.000802, expansion 1.000803
Pair 0.020 eV <-> 0.022 eV, phonon 0.002 eV
  q = 0.033333 1/angstrom, N = 0.581977
  cos(theta): absorption -0.360460, emission 0.457196
  hbar*S_abs = 3.44597e-03, hbar*S_em = 8.93119e-03 (eV per eV)
  density-of-states ratio g(0.022)/g(0.020) = 1.048809
  g S ratio = 2.718282, exp(w/T) = 2.718282
Bins of 0.001 eV up to 0.02 eV; a = 0.001-0.002, b = 0.002-0.003 eV
  hbar*W(a to b) = 6.45511e-06 eV
  hbar*W(b to a) = 8.17130e-06 eV
  W(a to b)/W(b to a) = 0.789973, Z_b/Z_a = 0.789973
  largest scaled balance error = 7.9e-13
  flat averaging, misplaced population: 0.03851
  same with 0.0005 eV bins: 0.01135
  mean mid-bin energy: flat 0.003227 eV, true 0.003004 eV
Absorbed/emitted power, electrons at T: 1.00000000
Absorbed/emitted power, electrons at 2T: 0.555510
```
